# Overlay from the order asymmetries of two biased gratings, part 1

(Sections cited here and not found follow in the second part.)

## First half: from diffraction orders to an overlay value

Two patterned layers on a wafer should lie at a prescribed lateral position relative to each other. The error in that position is the overlay, $OV$. It can be measured optically by printing a grating in each layer, one above the other with the same pitch, and comparing the light diffracted into orders $+1$ and $-1$. This problem finds how the comparison yields a length and what can falsify that length.

The $x$ axis runs across the grating lines and the $z$ axis points down into the stack. A plane wave of vacuum wavelength $\lambda$ arrives from above at normal incidence, with its electric field parallel to the lines. Fields vary in time as $e^{-i\omega t}$.

Each grating is idealized as a thin sheet in a uniform medium of refractive index $n$. The top sheet lies at $z=0$ and the bottom sheet at $z=h$. A sheet is described by its strength, the permittivity contrast integrated over the sheet thickness, which is a length. The unshifted strengths are $q_t(x)$ and $q_b(x)$, both real, of period $P$ and even in $x$. The top grating is displaced by $s$ along $+x$ relative to the bottom one, so its strength is $q_t(x-s)$. The model leaves out finite line height and the interfaces between different media.

With $k_0=\omega/c=2\pi/\lambda$ and $G=2\pi/P$, order $m$ varies along $x$ as $e^{imGx}$ and has the vertical wavenumber

$$k_{zm}=\sqrt{n^2k_0^2-m^2G^2}.$$

When the root is imaginary, its positive imaginary value is taken, so that the order decays away from its source. The efficiency $\eta_m$ is the power reflected into order $m$ divided by the incident power. The measured quantity is the order asymmetry

$$A(s)=\eta_{+1}(s)-\eta_{-1}(s).$$

### (a) What does symmetry say about the asymmetry?

Find how $A$ changes when $s$ is reversed, and deduce its form at small $s$.

**Solution.** For a field $\mathbf E=\hat{\mathbf y}E(x,z)$, Maxwell's equations give $\nabla\times\nabla\times\mathbf E=k_0^2\varepsilon_r\mathbf E$. The divergence of $\mathbf E$ vanishes because $E$ does not depend on $y$, so the left side is $-\nabla^2\mathbf E$. The relative permittivity is $n^2$ plus the two sheets, and therefore

$$\nabla^2E+n^2k_0^2E=-k_0^2\left[q_t(x-s)\,\delta(z)+q_b(x)\,\delta(z-h)\right]E. \tag{1}$$

Let $E(x,z)$ solve this equation for shift $s$, and define the mirrored field $\tilde E(x,z)=E(-x,z)$. Replacing $x$ by $-x$ in (1) leaves the Laplacian unchanged. The bottom strength is also unchanged, because $q_b$ is even. The top strength becomes $q_t(-x-s)=q_t(x+s)$, because $q_t$ is even. Hence $\tilde E$ solves the problem for shift $-s$. The incident wave at normal incidence does not depend on $x$, so it is the same in both problems, and outgoing waves remain outgoing. Provided the scattering problem has a unique solution, $\tilde E$ is the field for shift $-s$.

Above the stack the reflected field is

$$E_{\rm refl}=\sum_m U_m(s)\,e^{imGx-ik_{zm}z}.$$

Mirroring turns $e^{imGx}$ into $e^{-imGx}$, so $U_m(-s)=U_{-m}(s)$. Orders $m$ and $-m$ have the same $k_{zm}$, hence $\eta_{+1}(-s)=\eta_{-1}(s)$ and

$$A(-s)=-A(s). \tag{2}$$

Setting $s=0$ gives $A(0)=0$. Where $A$ is smooth, its Taylor series contains odd powers only:

$$A(s)=Ks+K_3s^3+\dots \tag{3}$$

Displacing the top grating by a full pitch changes nothing, so $A(s+P)=A(s)$. Combined with (2), this gives $A(P/2)=A(-P/2)=-A(P/2)$, so $A$ also vanishes at half a pitch. A zero asymmetry therefore does not by itself prove alignment.

The argument used no assumption of weak scattering. It used mirror-symmetric gratings and normal incidence, and it says nothing about the size of $K$.

### (b) Which waves make up a first order?

Find the reflected amplitudes $U_{\pm1}$ when both sheets scatter weakly.

**Solution.** Write $E(x,z)=\sum_mE_m(z)e^{imGx}$, and let $t_j$ and $b_j$ be the Fourier coefficients of $q_t(x)$ and $q_b(x)$. Displacing the top grating multiplies its coefficient $t_j$ by $e^{-ijGs}$, since $e^{ijG(x-s)}=e^{-ijGs}e^{ijGx}$. Collecting the terms of (1) that vary as $e^{imGx}$ gives

$$E_m''+k_{zm}^2E_m=-k_0^2\sum_{m'}\left[t_{m-m'}e^{-i(m-m')Gs}\delta(z)+b_{m-m'}\delta(z-h)\right]E_{m'}.$$

The outgoing solution of $g''+k_z^2g=-\delta(z)$ is

$$g(z)=\frac{i}{2k_z}e^{ik_z|z|}.$$

Away from $z=0$ it satisfies the homogeneous equation. Its derivative is $-\tfrac12e^{ik_z|z|}$ for $z>0$ and $+\tfrac12e^{ik_z|z|}$ for $z<0$, so it jumps by $-1$ at the origin, as the source requires. Adding the waves from all sources to an incident wave of unit amplitude gives

$$E_m(z)=\delta_{m0}e^{ik_{z0}z}+\frac{ik_0^2}{2k_{zm}}\sum_{m'}\left[e^{ik_{zm}|z|}t_{m-m'}e^{-i(m-m')Gs}E_{m'}(0)+e^{ik_{zm}|z-h|}b_{m-m'}E_{m'}(h)\right]. \tag{4}$$

Evaluated at $z=0$ and $z=h$, this is a closed set of linear equations for the fields on the sheets. Solved with a finite number of orders, it includes all repeated scattering among those orders. The values called multiple-scattering values below come from that solution.

For weak sheets the field on the right of (4) may be replaced by the incident wave. It occupies order $m'=0$ alone and equals $1$ at the top sheet and $e^{ik_{z0}h}$ at the bottom sheet. This requires the factors $k_0^2|t_j|/(2|k_{zm}|)$ and $k_0^2|b_j|/(2|k_{zm}|)$ to be small compared with one.

Let $T=t_1$ and $B=b_1$. Real, even strengths have real coefficients with $t_{-1}=t_1$ and $b_{-1}=b_1$. Above the stack $z<0$, so $|z|=-z$ and $|z-h|=h-z$. Both waves then contain $e^{-ik_{z1}z}$, and what multiplies this factor is

$$U_{\pm1}=\frac{ik_0^2}{2k_{z1}}\left[T e^{\mp iGs}+B e^{i\delta}\right],\qquad \delta=(k_{z0}+k_{z1})h. \tag{5}$$

The first wave is diffracted by the top grating. The second travels down as order zero, is diffracted at the bottom and returns as a first order, which gives the phase $\delta$. The displacement enters the two orders with opposite phases.

### (c) When do these waves reveal a displacement?

Find $A(s)$ and its slope $K$ in this weak-sheet limit. Determine when the slope vanishes.

**Solution.** Amplitudes must first be converted to power. Faraday's law, $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$, gives $H_x=-(\partial_zE)/(i\omega\mu_0)$. For a propagating order the magnitude of $H_x$ is thus $k_{zm}|U_m|/(\omega\mu_0)$, and the mean vertical power flow is $k_{zm}|U_m|^2/(2\omega\mu_0)$. Cross terms between different orders average to zero over one pitch. Division by the incident power flow, $k_{z0}/(2\omega\mu_0)$, gives

$$\eta_m=\frac{k_{zm}}{k_{z0}}|U_m|^2.$$

The two waves in (5) have phases $\mp Gs$ and $\delta$, which differ by $\delta\pm Gs$. Therefore

$$\left|Te^{\mp iGs}+Be^{i\delta}\right|^2=T^2+B^2+2TB\cos(\delta\pm Gs).$$

The common factor is $(k_{z1}/k_{z0})(k_0^2/2k_{z1})^2=k_0^4/(4k_{z0}k_{z1})$, so

$$\eta_{\pm1}=\frac{k_0^4}{4k_{z0}k_{z1}}\left[T^2+B^2+2TB\cos(\delta\pm Gs)\right]. \tag{6}$$

In the difference the terms $T^2+B^2$ cancel. With $\cos(\delta+Gs)-\cos(\delta-Gs)=-2\sin\delta\sin Gs$,

$$A(s)=-\frac{k_0^4TB}{k_{z0}k_{z1}}\sin\delta\,\sin(Gs). \tag{7}$$

For $|Gs|\ll1$, $\sin(Gs)\simeq Gs$, and the slope is

$$K=-\frac{Gk_0^4TB}{k_{z0}k_{z1}}\sin\delta. \tag{8}$$

Both gratings must diffract: if $T$ or $B$ is zero, there is no interference and no asymmetry in this approximation. The slope also vanishes when $\delta$ is a multiple of $\pi$. Then $\cos(\delta+Gs)=\cos(\delta-Gs)$, so a displacement changes both orders equally and their difference remains zero. The slope is largest in magnitude when $|\sin\delta|=1$, other factors being fixed. Since $\delta$ depends on both spacer and wavelength, changing the wavelength can move a given stack away from a zero of sensitivity.

The sign of $K$ depends on the stack. The sign of one asymmetry thus does not give the direction of the displacement unless the sign of $K$ is known.

### (d) How can the unknown slope be eliminated?

In practice $K$ depends on material and thickness values that may not be known well. Two pads are printed with the same gratings and stack. Their designed extra displacements are $+d$ and $-d$, with $d>0$, so their total shifts are $OV+d$ and $OV-d$. Their asymmetries are $A_+$ and $A_-$. Find $OV$ from these two values, assuming a linear response with the same nonzero $K$ in both pads.

**Solution.** The linear responses are

$$A_+=K(OV+d),\qquad A_-=K(OV-d).$$

In the sum the bias cancels, and in the difference the overlay cancels:

$$A_++A_-=2K\,OV,\qquad A_+-A_-=2Kd.$$

The second expression is nonzero because $K$ and $d$ are nonzero. Dividing the first by the second removes $K$, and multiplication by $d$ gives

$$\boxed{OV=d\,\frac{A_++A_-}{A_+-A_-}} \tag{9}$$

For the assumed linear law this is an identity, with no restriction on the ratio $OV/d$. For a real odd response it is the limit of small shifts. The known bias supplies the length scale. A pad without a bias would give only the product $K\,OV$.

If the overlay is zero, the asymmetries are equal and opposite. If $OV=d$, the minus pad is aligned and $A_-=0$. A common factor in both asymmetries, such as the source power, cancels. The sign of $K$ cancels too, but the bias and the overlay must be counted positive in the same direction. Exchanging the labels of the pads replaces $d$ by $-d$ and swaps $A_+$ with $A_-$, which leaves (9) unchanged.

### (e) What does a pair of pads give in numbers?

Take $\lambda=600$ nm, $P=700$ nm, $n=1.5$, $h=500$ nm, $d=20$ nm and a true overlay of 5 nm. The lines have strengths of 20 nm (top) and 40 nm (bottom) and fill fractions 0.5 and 0.4 of the pitch. Between the lines the strength is zero. Find $K$ from (8), then use the multiple-scattering efficiencies to find the overlay.

**Solution.** For lines of strength $S$ and fill fraction $f$, centred on $x=0$, the first coefficient is

$$\frac1P\int_{-fP/2}^{fP/2}S e^{-iGx}\,dx=\frac{2S\sin(GfP/2)}{GP}=\frac{S\sin(\pi f)}{\pi}.$$

This gives $T=6.366$ nm and $B=12.109$ nm. The wavenumbers are $G=0.008976$, $k_0=0.010472$, $k_{z0}=0.015708$ and $k_{z1}=0.012891$, all in nm$^{-1}$. The phase is $\delta=14.299$ rad, with $\sin\delta=0.9869$, close to the most sensitive condition. Equation (8) becomes

$$K=-\frac{0.008976\times(0.010472)^4\times6.366\times12.109}{0.015708\times0.012891}\times0.9869\ \mathrm{nm^{-1}}=-4.06\times10^{-5}\ \mathrm{nm^{-1}}.$$

The multiple-scattering slope is $-3.96\times10^{-5}$ nm$^{-1}$. The two-wave magnitude is 2.5% larger, relative to the multiple-scattering value. In the weak-sheet limit the slope would vanish at a spacer of 439.4 nm, where $\delta=4\pi$. At the strengths of this example, repeated scattering moves the zero to about 435 nm, and at 439.4 nm the slope still has 13% of its magnitude at 500 nm.

The pads have shifts of $5+20=25$ nm and $5-20=-15$ nm. With orders $-8$ to $8$ retained in (4), their asymmetries are

$$A_+=(1.681341-2.661614)\times10^{-3}=-9.80273\times10^{-4},$$

$$A_-=(2.456664-1.865156)\times10^{-3}=5.91508\times10^{-4}.$$

Equation (9) then gives

$$OV_{\rm est}=20\ \mathrm{nm}\times\frac{-3.887649\times10^{-4}}{-1.571780\times10^{-3}}=4.947\ \mathrm{nm}.$$

In SI base units this is $4.947\times10^{-9}$ m. Retaining many more orders changes the individual efficiencies by two to three parts in $10^4$, so their last digits are not physically significant, but the estimate remains 4.947 nm. It is 0.053 nm below the true value. The multiple-scattering calculation was not made linear in $s$, so this difference measures a failure of the linear assumption. When the bias and the overlay were both reduced a hundredfold, a test confirmed that (9) recovers the overlay to within one part in $10^5$.

## Second half: what limits the result

The top grating is displaced by $s$ relative to the bottom grating, and $A(s)=\eta_{+1}-\eta_{-1}$ is the asymmetry of the reflected first orders. The pitch is $P$, $G=2\pi/P$, and $k_{zm}$ is the vertical wavenumber of order $m$ in a medium of index $n$. The sheets are separated by $h$, have first Fourier coefficients $T$ and $B$, and give the phase $\delta=(k_{z0}+k_{z1})h$. For symmetric gratings at normal incidence, $A(-s)=-A(s)$ and $A=Ks+K_3s^3+\dots$. For weak sheets $A$ is proportional to $\sin\delta\sin(Gs)$. Pads with shifts $OV\pm d$ give $A_\pm$, and the linear estimate is

$$X=d\,\frac{A_++A_-}{A_+-A_-}.$$

The example has $d=20$ nm, $OV=5$ nm and $K=-3.956\times10^{-5}$ nm$^{-1}$, for which $X=4.947$ nm.

Two oppositely biased pads give the overlay without knowledge of the slope $K$, provided the response is linear and the same in both pads; in the example the estimate is 4.947 nm for a true 5 nm. What remains is to find how curvature, offsets, tilted illumination, unequal pads and detector noise affect this estimate.
